# Comment on reading a negative electron affinity from the Hartree-Fock LUMO: test program

```python
"""
Result under test: for a neutral closed-shell system whose Fock operator has
no bound virtual level, the Hartree-Fock LUMO energy tends to 0 from above as
diffuse functions are added. It then equals the energy of a free electron
confined only by the basis. A cation, which binds the electron, is the contrast.

Symbols: alpha = Gaussian exponent (bohr^-2); F = Fock matrix; S = overlap;
T = kinetic energy; LUMO = lowest unoccupied orbital; n = number of diffuse
s functions, and of diffuse p sets, added to the starting basis.
System: Zn atom (and Zn2+, Zn+), nonrelativistic HF. The f functions of
def2-TZVP are dropped: they do not mix into the spherical closed-shell state.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
START = [sh for sh in gto.basis.load("def2-tzvp", "Zn") if sh[0] < 3]
EXPONENTS = [0.016 / 4**j for j in range(8)]
N_OCC = 15


def extended(n, momenta=(0, 1)):
    extra = [[l, [a, 1.0]] for l in momenta for a in EXPONENTS[:n]]
    return START + extra


def make_mol(basis, charge=0, spin=0):
    return gto.M(atom="Zn 0 0 0", basis={"Zn": basis}, charge=charge,
                 spin=spin, verbose=0)


def solve(basis, charge=0):
    mf = scf.RHF(make_mol(basis, charge))
    mf.conv_tol = 1e-9
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf


def block_levels(mol, matrix, l):
    """Eigenvalues of a matrix within the functions of angular momentum l."""
    momentum = np.concatenate([
        [mol.bas_angular(b)] * (mol.bas_nctr(b) * (2 * mol.bas_angular(b) + 1))
        for b in range(mol.nbas)])
    idx = np.where(momentum == l)[0]
    overlap = mol.intor("int1e_ovlp")
    return eigh(matrix[np.ix_(idx, idx)], overlap[np.ix_(idx, idx)],
                eigvals_only=True)


# Neutral atom: growing diffuse range
rows = []
runs = {}
for n in range(9):
    mf = solve(extended(n))
    fock = mf.get_fock()
    s_level = block_levels(mf.mol, fock, 0)[4]    # after 1s 2s 3s 4s
    p_level = block_levels(mf.mol, fock, 1)[6]    # after 2p 3p
    free = block_levels(mf.mol, mf.mol.intor("int1e_kin"), 0)[0]
    rows.append([mf.mo_energy[N_OCC], s_level, p_level, free,
                 mf.mo_energy[N_OCC - 1], mf.e_tot])
    if n in (0, 2, 8):
        runs[n] = mf
rows = np.array(rows)
lumo, s_lev, p_lev, free, homo, energy = rows.T

assert np.all(lumo > 0)
assert np.all(np.diff(lumo) < 0)
assert lumo[-1] < 1e-5
assert abs(lumo[-1] - min(s_lev[-1], p_lev[-1])) < 1e-8
deviation = np.abs(s_lev / free - 1)
assert deviation[-1] < deviation[-2] < deviation[-3]
assert deviation[-1] < 0.1       # short-range scattering dies as sqrt(alpha)
assert abs(lumo[-2] / lumo[-1] - 4) < 0.4
assert abs(homo[-1] - homo[1]) < 1e-4
assert abs(energy[-1] - energy[1]) < 1e-4

# Frozen-orbital identity, from total energies of determinants
frozen = {}
for n in (0, 2):
    mf = runs[n]
    half = mf.make_rdm1() / 2
    c = mf.mo_coeff[:, N_OCC]
    uhf = scf.UHF(mf.mol)
    e_plus = uhf.energy_tot(np.array([half + np.outer(c, c), half]))
    e_zero = uhf.energy_tot(np.array([half, half]))
    frozen[n] = e_plus - e_zero
    assert abs(frozen[n] - mf.mo_energy[N_OCC]) < 1e-6

# No bound virtual level, also with diffuse d functions
with_d = solve(extended(4, (0, 1, 2)))
n_negative = int(np.sum(with_d.mo_energy < 0))
assert n_negative == N_OCC
assert int(np.sum(runs[8].mo_energy < 0)) == N_OCC

# Larger basis of unchanged range: all contractions released
primitives = sorted({(sh[0], row[0]) for sh in START for row in sh[1:]})
loose = solve([[l, [a, 1.0]] for l, a in primitives])
loose_lumo = loose.mo_energy[N_OCC]
assert abs(loose_lumo - lumo[0]) < 0.5 * (lumo[0] - lumo[1])

# Single diffuse Gaussians, projected off the occupied orbitals
mf = runs[8]
mol = mf.mol
S = mol.intor("int1e_ovlp")
T = mol.intor("int1e_kin")
F = mf.get_fock()
dm = mf.make_rdm1()
v_local = mol.intor("int1e_nuc") + mf.get_j()
r2 = np.einsum("ij,ji", dm, mol.intor("int1e_r2"))
occ = mf.mo_coeff[:, :N_OCC]
trial = []
for a in EXPONENTS[5:7]:
    shell = [b for b in range(mol.nbas) if mol.bas_angular(b) == 0
             and np.isclose(mol.bas_exp(b)[0], a, rtol=1e-6, atol=0)][0]
    g = mol.ao_loc_nr()[shell]
    assert abs(S[g, g] - 1) < 1e-10
    assert abs(T[g, g] / (1.5 * a) - 1) < 1e-8
    v_formula = -2 * np.pi / 3 * r2 * (2 * a / np.pi) ** 1.5
    assert abs(v_local[g, g] / v_formula - 1) < 0.02   # next order in alpha
    u = np.zeros(len(S))
    u[g] = 1.0
    u -= occ @ (occ.T @ S[:, g])
    quotient = (u @ F @ u) / (u @ S @ u)
    assert quotient >= lumo[-1]
    coefficient = (quotient - 1.5 * a) / a**1.5
    trial.append((a, T[g, g], v_local[g, g], v_formula, quotient, coefficient))
local_scale = abs(trial[1][3]) / trial[1][0] ** 1.5
assert abs(trial[0][5] - trial[1][5]) < 0.05 * local_scale

# Contrast: the dication binds the added electron
ion_lumo = {}
for n in (0, 3, 6):
    ion = solve(extended(n), charge=2)
    ion_lumo[n] = ion.mo_energy[N_OCC - 1]
    if n == 3:
        ion_energy = ion.e_tot
assert ion_lumo[6] < -0.1
assert abs(ion_lumo[6] - ion_lumo[3]) < 1e-5
cation = scf.UHF(make_mol(extended(3), charge=1, spin=1))
cation.max_cycle = 100
cation.kernel()
assert cation.converged
relaxed = cation.e_tot - ion_energy
assert relaxed <= ion_lumo[3] + 1e-7
assert abs(relaxed - ion_lumo[3]) < 0.05

print("Zn atom, HF, def2-TZVP without f, plus n diffuse s and p")
print("smallest s exponent of starting basis: %.5f bohr^-2"
      % min(row[0] for sh in START if sh[0] == 0 for row in sh[1:]))
print("smallest p exponent of starting basis: %.5f bohr^-2"
      % min(row[0] for sh in START if sh[0] == 1 for row in sh[1:]))
print("energies in hartree; free = lowest kinetic level, same basis")
print("n  alpha_min(bohr^-2)  LUMO  virtual s  virtual p  free s")
for n in range(9):
    label = "start" if n == 0 else "%.3e" % EXPONENTS[n - 1]
    print("%d  %s  %.4e  %.4e  %.4e  %.4e"
          % (n, label, lumo[n], s_lev[n], p_lev[n], free[n]))
print("LUMO in eV: n=0 %.4f, n=1 %.4f, n=8 %.3e"
      % (lumo[0] * EV, lumo[1] * EV, lumo[8] * EV))
print("LUMO(n-1)/LUMO(n) for n=5..8:",
      " ".join("%.3f" % x for x in lumo[4:8] / lumo[5:9]))
print("virtual s / free s for n=5..8:",
      " ".join("%.4f" % x for x in s_lev[5:] / free[5:]))
for n in (0, 1, 8):
    print("n=%d: HOMO %.6f hartree, total energy %.6f hartree"
          % (n, homo[n], energy[n]))
for n in (0, 2):
    print("n=%d: frozen E(N+1)-E(N) = %.7f hartree, LUMO = %.7f hartree"
          % (n, frozen[n], lumo[n]))
print("negative levels with 4 diffuse s, p, d: %d; occupied: %d"
      % (n_negative, N_OCC))
print("functions: start %d, decontracted %d"
      % (runs[0].mol.nao, loose.mol.nao))
print("decontracted basis: LUMO %.6f hartree, total energy %.6f hartree"
      % (loose_lumo, loose.e_tot))
print("sum of r^2 over the electrons: %.3f bohr^2" % r2)
for a, kin, pot, formula, quotient, coefficient in trial:
    print("single Gaussian, alpha = %.4e bohr^-2:" % a)
    print("  kinetic energy %.5e hartree" % kin)
    print("  local potential %.4e, formula %.4e hartree" % (pot, formula))
    print("  projected mean of F %.5e hartree" % quotient)
    print("  coefficient C of alpha^(3/2): %.3f hartree bohr^3" % coefficient)
for n in (0, 3, 6):
    print("Zn2+ LUMO, n=%d: %.6f hartree" % (n, ion_lumo[n]))
print("Zn2+ LUMO, n=6, in eV: %.3f" % (ion_lumo[6] * EV))
print("relaxed E(Zn+)-E(Zn2+), n=3: %.6f hartree = %.3f eV"
      % (relaxed, relaxed * EV))
print("tests ok")
```

Running it gives:

```
Zn atom, HF, def2-TZVP without f, plus n diffuse s and p
smallest s exponent of starting basis: 0.05144 bohr^-2
smallest p exponent of starting basis: 0.04777 bohr^-2
energies in hartree; free = lowest kinetic level, same basis
n  alpha_min(bohr^-2)  LUMO  virtual s  virtual p  free s
0  start  5.6620e-02  2.4169e-01  5.6620e-02  6.6934e-02
1  1.600e-02  2.6638e-02  4.1700e-02  2.6638e-02  2.0777e-02
2  4.000e-03  7.6240e-03  7.6240e-03  8.8827e-03  5.4083e-03
3  1.000e-03  1.6016e-03  1.6016e-03  2.3537e-03  1.3617e-03
4  2.500e-04  3.6907e-04  3.6907e-04  5.9247e-04  3.4086e-04
5  6.250e-05  8.8635e-05  8.8635e-05  1.4825e-04  8.5235e-05
6  1.563e-05  2.1728e-05  2.1728e-05  3.7067e-05  2.1310e-05
7  3.906e-06  5.3793e-06  5.3793e-06  9.2669e-06  5.3274e-06
8  9.766e-07  1.3383e-06  1.3383e-06  2.3167e-06  1.3319e-06
LUMO in eV: n=0 1.5407, n=1 0.7248, n=8 3.642e-05
LUMO(n-1)/LUMO(n) for n=5..8: 4.164 4.079 4.039 4.019
virtual s / free s for n=5..8: 1.0399 1.0197 1.0097 1.0049
n=0: HOMO -0.292746 hartree, total energy -1777.807066 hartree
n=1: HOMO -0.292937 hartree, total energy -1777.807108 hartree
n=8: HOMO -0.292924 hartree, total energy -1777.807115 hartree
n=0: frozen E(N+1)-E(N) = 0.0566195 hartree, LUMO = 0.0566195 hartree
n=2: frozen E(N+1)-E(N) = 0.0076240 hartree, LUMO = 0.0076240 hartree
negative levels with 4 diffuse s, p, d: 15; occupied: 15
functions: start 41, decontracted 88
decontracted basis: LUMO 0.056434 hartree, total energy -1777.810604 hartree
sum of r^2 over the electrons: 35.008 bohr^2
single Gaussian, alpha = 1.5625e-05 bohr^-2:
  kinetic energy 2.34375e-05 hartree
  local potential -2.2999e-06, formula -2.3003e-06 hartree
  projected mean of F 2.52645e-05 hartree
  coefficient C of alpha^(3/2): 29.581 hartree bohr^3
single Gaussian, alpha = 3.9063e-06 bohr^-2:
  kinetic energy 5.85937e-06 hartree
  local potential -2.8752e-07, formula -2.8753e-07 hartree
  projected mean of F 6.08797e-06 hartree
  coefficient C of alpha^(3/2): 29.609 hartree bohr^3
Zn2+ LUMO, n=0: -0.606251 hartree
Zn2+ LUMO, n=3: -0.606352 hartree
Zn2+ LUMO, n=6: -0.606353 hartree
Zn2+ LUMO, n=6, in eV: -16.500
relaxed E(Zn+)-E(Zn2+), n=3: -0.609731 hartree = -16.592 eV
tests ok
```
